# Counting the transverse levels of a channelled proton

## Question

A 100 keV proton enters a crystal almost parallel to a family of atomic planes. Between two neighbouring planes it is pushed back towards the midplane. Averaged along the planes, its potential energy is modelled by

$$U(x)=\tfrac12 kx^2,\qquad k=40\ \text{eV/Å}^2=4000\ \text{eV/nm}^2,$$

where $x$ is the distance from the midplane. Thus $k$ is the second derivative of $U$. Transverse energies are measured from the bottom of this well, and the model is used up to $E=20$ eV.

Treat the proton as nonrelativistic, with mass $M$ and $\hbar^2/M=4.150\times10^{-5}$ eV nm². Scattering out of the averaged potential is neglected until part (f).

## (a) Find the transverse energy levels and their spacing.

**Answer.** The potential depends on $x$ alone, so the motion parallel to the planes is free and separates. What remains is

$$H=\frac{p^2}{2M}+\frac12kx^2,\qquad \omega=\sqrt{k/M}.$$

Define a length $b$ and an operator $a$ by

$$b^2=\frac{\hbar}{M\omega}=\frac{\hbar\omega}{k},\qquad a=\frac{1}{\sqrt2}\left(\frac{x}{b}+\frac{ibp}{\hbar}\right).$$

The two forms of $b^2$ agree because $k=M\omega^2$. With $[x,p]=i\hbar$,

$$a^\dagger a=\frac12\left(\frac{x^2}{b^2}+\frac{b^2p^2}{\hbar^2}+\frac{i}{\hbar}[x,p]\right)
=\frac12\left(\frac{x^2}{b^2}+\frac{b^2p^2}{\hbar^2}\right)-\frac12 .$$

Multiplying by $\hbar\omega$ turns the two squares into $kx^2/2$ and $p^2/2M$. Hence

$$H=\hbar\omega\left(a^\dagger a+\tfrac12\right),\qquad [a,a^\dagger]=1.$$

If $|\nu\rangle$ is a normalized eigenstate of $a^\dagger a$ with eigenvalue $\nu$, then $\nu$ is the squared norm of $a|\nu\rangle$ and cannot be negative. The commutator shows that $a$ lowers the eigenvalue by one and $a^\dagger$ raises it by one. Repeated lowering would reach negative values unless it ended at a state with $a|0\rangle=0$, so $\nu$ must be an integer $n\ge0$. The equation $a|0\rangle=0$ is a first-order differential equation with one normalizable solution, a Gaussian. Raising it produces every higher $n$.

No level is degenerate. Since $|n\rangle=a^\dagger(a|n\rangle)/n$ for $n\ge1$, each state is fixed by the one below it, and the lowest is unique. Therefore

$$E_n=\left(n+\tfrac12\right)\hbar\omega,\qquad n=0,1,2,\ldots$$

The spacing is

$$\hbar\omega=\sqrt{\frac{\hbar^2}{M}k}
=\sqrt{(4.150\times10^{-5})(4000)}\ \text{eV}=0.4074\ \text{eV}.$$

## (b) How many levels lie strictly below 20 eV? How firmly does the stiffness fix this integer?

**Answer.** The condition $E_n<E$ gives

$$n<\frac{E}{\hbar\omega}-\frac12=49.088-0.5=48.588.$$

The allowed values are $n=0,1,\ldots,48$. Because the list starts at zero, it contains **49 levels**. The highest is at 19.76 eV and the next, with $n=49$, is at 20.17 eV.

In general the number is

$$N=\left\lceil \frac{E}{\hbar\omega}-\frac12\right\rceil,$$

where the brackets mean rounding up to an integer. The strict inequality is respected: if a level fell at $E$, it would not be counted.

The count remains 49 while $48.5<E/\hbar\omega\le49.5$. At fixed $E$ this ratio varies as $k^{-1/2}$, so $k$ may lie between

$$4000\left(\frac{49.088}{49.5}\right)^2=3934\ \text{eV/nm}^2$$

and, excluding the end point,

$$4000\left(\frac{49.088}{48.5}\right)^2=4098\ \text{eV/nm}^2 .$$

A change of about 2% in stiffness can thus change the integer. For a real channel the useful statement is "about fifty".

The convention for $k$ matters more. If the potential were $kx^2$ with the same numerical $k$, its second derivative would be doubled and $E/\hbar\omega$ would fall to $49.088/\sqrt2=34.7$, giving 35 levels.

## (c) Relate the count to the classical phase-space area. What would change for a particle of electron mass in the same well?

**Answer.** A classical orbit of energy $E$ follows the ellipse

$$\frac{p^2}{2M}+\frac{kx^2}{2}=E,$$

with semi-axes $\sqrt{2ME}$ and $\sqrt{2E/k}$. Its area is

$$\pi\sqrt{2ME}\sqrt{\frac{2E}{k}}=2\pi E\sqrt{\frac Mk}=\frac{2\pi E}{\omega}.$$

Divided by $2\pi\hbar$, this becomes $E/\hbar\omega=49.088$. There is about one level per phase-space cell of area $2\pi\hbar$. The rounding rule in (b) implies

$$\frac{E}{\hbar\omega}-\frac12\le N<\frac{E}{\hbar\omega}+\frac12 ,$$

so the area estimate is never wrong by more than half a level in this well. That is a small relative error when $N$ is large. At low energy it is not: below $\hbar\omega/2=0.204$ eV there is no level at all, although the classical area is not zero.

At fixed $k$ and $E$, the number of cells grows as $\sqrt M$. For the electron mass, with $M/m_e=1836$, the spacing is larger by $\sqrt{1836}=42.85$:

$$\hbar\omega_e=0.4074\times42.85\ \text{eV}=17.46\ \text{eV},\qquad
\frac{E}{\hbar\omega_e}=1.146 .$$

The ground level at 8.73 eV lies below 20 eV and the next, at 26.19 eV, does not. There is one level. This comparison changes the mass alone. A real electron has the opposite charge and would see a different well.

## (d) Does a large level number make the position distribution and the motion classical? Use $\langle x^4\rangle$ and a displaced ground-state packet.

**Answer.** From the definition of $a$, $x=b(a+a^\dagger)/\sqrt2$. Using $a|n\rangle=\sqrt n|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}|n+1\rangle$ twice,

$$x^2|n\rangle=\frac{b^2}{2}\Big[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\Big].$$

The middle coefficient gives $\langle x^2\rangle=b^2(2n+1)/2$. The squared norm of the whole vector gives

$$\langle x^4\rangle=\frac{b^4}{4}\left[n(n-1)+(2n+1)^2+(n+1)(n+2)\right]
=\frac{3b^4}{4}(2n^2+2n+1).$$

A classical orbit of the same energy has amplitude $A$ with $kA^2/2=(n+\frac12)\hbar\omega$, so $A^2=(2n+1)b^2$. Over one period the mean of $\cos^2$ is $1/2$. The mean of $\cos^4\theta=(3+4\cos2\theta+\cos4\theta)/8$ is $3/8$. The classical averages are therefore

$$\overline{x^2}=\frac{A^2}{2}=\frac{b^2(2n+1)}{2},\qquad
\overline{x^4}=\frac{3A^4}{8}=\frac{3b^4}{8}(2n+1)^2.$$

The second moments agree for every $n$ and cannot tell the descriptions apart. The fourth moments can:

$$\frac{\langle x^4\rangle}{\overline{x^4}}
=\frac{4n^2+4n+2}{(2n+1)^2}=1+\frac{1}{(2n+1)^2}.$$

This ratio is 2 for $n=0$, 1.020 for $n=3$ and 1.0001 for $n=48$. By this measure, the top of the well is classical and its lowest level is not.

A single level is stationary, so a moving proton needs a superposition. Take the ground state displaced sideways, with position variance $b^2/2$, momentum variance $\hbar^2/(2b^2)$ and no position–momentum correlation. In the harmonic well the Heisenberg operators obey the classical equations, whose solution is

$$x(t)=x\cos\omega t+\frac{p}{M\omega}\sin\omega t .$$

The variance at time $t$ is then

$$\frac{b^2}{2}\cos^2\omega t+\frac{\hbar^2}{2b^2M^2\omega^2}\sin^2\omega t=\frac{b^2}{2},$$

because $\hbar/(M\omega)=b^2$. The packet keeps its width while its centre follows a classical orbit. For an orbit with turning point $A=\sqrt{2E/k}=b\sqrt{2E/\hbar\omega}$,

$$\frac{A}{b/\sqrt2}=2\sqrt{\frac{E}{\hbar\omega}}=2\sqrt{49.088}=14.0 .$$

The packet's rms width is thus one fourteenth of the amplitude, and a trajectory is a meaningful idea in this well. In an anharmonic well, where the period depends on energy, such a packet spreads with time. In the silicon well of part (g), a ground-state packet displaced by 0.068 nm (about 10 eV) grows from 0.0075 nm to about 0.045 nm rms in roughly three oscillations and then covers most of the orbit, so the lasting single trajectory is special to the parabola. For the electron mass the same ratio is $2\sqrt{1.146}=2.1$, so the packet would be about half as wide as its path is long from centre to edge.

## (e) A high level still has interference fringes. Find their spacing near the midplane for $n=48$ and decide whether vibrating atoms could reveal them. The rms vibration is roughly 0.0075 nm.

**Answer.** The Schrödinger equation is

$$\psi''=-\frac{2M}{\hbar^2}\left(E_n-\frac{kx^2}{2}\right)\psi .$$

Near $x=0$ the potential term is negligible beside $E_{48}$, and $\psi$ is a sinusoid of wavenumber $\sqrt{2ME_{48}}/\hbar$. Its nodes are separated by

$$s=\frac{\pi\hbar}{\sqrt{2ME_{48}}}
=\pi\sqrt{\frac{4.150\times10^{-5}}{2(19.76)}}\ \text{nm}=0.0032\ \text{nm}.$$

Further out the bracket shrinks, the wavefunction bends more slowly and the nodes move apart. The numerical solution gives a widest node spacing of 0.0067 nm.

The density $|\psi|^2$ near the midplane has period $s$. If it is averaged over a Gaussian position spread of rms width $u$, a cosine of that period is multiplied by $\exp(-2\pi^2u^2/s^2)$. With $u=0.0075$ nm and $s=0.0032$ nm the exponent is about $-110$, so a pattern of this period would be erased.

Close encounters with atoms happen near the planes, where the fringes are wider and not periodic. There the formula is not reliable, but even the widest node spacing is slightly less than the rms vibration. The atoms therefore sample a smoothed density. The fringes exist in the wavefunction; this probe is too blurred to resolve them.

## (f) Follow the proton along its path. Find the oscillation wavelength and the largest entry angle at the midplane. Then estimate whether electronic collisions leave it in one level, taking a rough stopping power of 100 eV/nm.

**Answer.** Let $z$ be depth and $E_b=Mv^2/2$ the beam energy. With $z=vt$, the equation $M\,d^2x/dt^2=-kx$ becomes

$$Mv^2\frac{d^2x}{dz^2}=-kx
\quad\Longrightarrow\quad
\frac{d^2x}{dz^2}=-\frac{k}{2E_b}x .$$

The wavelength is

$$\lambda=2\pi\sqrt{\frac{2E_b}{k}}
=2\pi\sqrt{\frac{2\times10^5}{4000}}\ \text{nm}=44.4\ \text{nm}.$$

For a small entry angle $\psi_0$ at the midplane, the transverse energy is $M(v\psi_0)^2/2=E_b\psi_0^2$. Setting it equal to $E$ gives

$$\psi_0=\sqrt{\frac{E}{E_b}}=\sqrt{\frac{20}{10^5}}=0.0141\ \text{rad}=0.81^\circ .$$

Now let the proton strike a free electron at rest, giving it momentum $q$ at angle $\phi$ to the beam and energy $T=q^2/2m_e$. To leading order in $m_e/M$, the proton loses energy $vq\cos\phi$. Equating this to $T$ gives $q=2m_ev\cos\phi$, so

$$T=2m_ev^2\cos^2\phi=T_{\max}\cos^2\phi .$$

The recoil gives the proton a sideways momentum of size $q\sin\phi$. If it had none before, its new transverse energy is

$$\frac{q^2\sin^2\phi}{2M}=\frac{m_e}{M}T\left(1-\frac{T}{T_{\max}}\right).$$

An initial transverse momentum adds a cross term with two parts. The part from the sideways kick averages to zero over the azimuth of the kick about the proton's velocity. The part from the momentum lost along the slightly tilted velocity is a drag, which lowers the transverse energy and is estimated below. On average, half of the quadratic gain belongs to the $x$ direction. Summing $T$ over the collisions per unit depth gives the stopping power $S$. Dropping the drag and the factor $1-T/T_{\max}\le1$ yields an upper estimate of the mean heating within this collision model:

$$h=\frac{m_e}{2M}S=\frac{100}{2(1836)}\ \text{eV/nm}=0.027\ \text{eV/nm}.$$

Over one oscillation this is 1.2 eV, about three level spacings. At this rate the mean gain reaches one spacing after 15 nm.

The drag can be estimated from the stopping force $S$, which points against the velocity. For a transverse velocity $v_x$ its transverse component is $Sv_x/v$, so per unit depth it removes the transverse energy $S(v_x/v)^2=SK/E_b$, with $K=Mv_x^2/2$. Over a harmonic orbit $K$ averages to $E/2$. Near 20 eV the loss is therefore $100(10)/10^5=0.01$ eV/nm, to be compared with the upper estimate of 0.027 eV/nm for the heating.

Extending $h$ unchanged to a gain of 20 eV would give about 730 nm. Over that depth, however, the proton would lose 73 keV of its 100 keV, and the drag would also act. This length is therefore not a dechannelling depth.

The cross term matters for the spread. For independent kicks $q_x$, the variance of transverse energy grows per unit depth by $(p_x^2/M^2)\sum q_x^2$. Here $p_x^2=2MK$, with $K$ the transverse kinetic energy, and $\sum q_x^2=2Mh$. The growth rate is therefore $4Kh$. Averaged over a harmonic orbit, $K=E/2$, so it is $2Eh$. Near 20 eV the variance gained in one oscillation is $2(20)(1.21)=48$ eV², an rms spread of 7 eV.

These values inherit the upper estimate for $h$ and the rough stopping power. Treating the electrons as free and at rest is also rough, since the speeds of valence electrons in silicon are not negligible beside the proton's. The margin is wide, however: a variance ten times smaller would still give an rms spread of about 2 eV, or five level spacings. The estimate therefore indicates that a proton near the top of the well should not be expected to stay in one level for even one oscillation. A classical orbit with random kicks is then a more suitable description than a fixed quantum number.

## (g) Compare the parabola with a silicon {110} channel, and state what the level count does and does not justify.

**Answer.** A more detailed model adds the potentials of Molière-screened silicon atoms, averages them along the planes and over the rough vibration amplitude used above, and repeats them periodically. Its results are set beside the parabola here.

| Quantity | Parabola | Silicon model |
|---|---:|---:|
| Midplane curvature (eV/nm²) | 4000 | 3410 |
| Levels below 20 eV | 49 | 45 |
| Level spacing near 20 eV (eV) | 0.41 | 0.50 |

The chosen stiffness is close to the silicon value, but the parabola fails near the planes. Its turning points at 20 eV are 0.200 nm apart, while the planes are 0.192 nm apart. At a plane the parabola has reached only $\frac12(4000)(0.096)^2=18.4$ eV, whereas the silicon model has a barrier of 22.7 eV. The 20 eV orbit of the parabola would therefore cross the planes slightly.

The lower curvature by itself would raise the count: a parabola with 3410 eV/nm² has $49.088\sqrt{4000/3410}=53.2$ cells below 20 eV. The silicon well has 44.9, so its potential must rise faster than that parabola away from the midplane. These steeper walls reduce the phase-space area. The net change from the original model is a loss of four levels, or 8%.

Neighbouring channels are also coupled by tunnelling. In the silicon model the highest level below 20 eV broadens into a band 0.0018 eV wide, about 0.4% of the local spacing. This width is very sensitive to the barrier height. It ranges from 0.0009 to 0.004 eV for vibration amplitudes of 0.0065 to 0.0085 nm, and with a Hartree–Fock silicon atom in place of the Molière one it is about 0.02 eV, or 4% of the spacing. Tunnelling is thus weak there, though it must be reconsidered closer to the barrier top. The relativistic mass increase at 100 keV adds only 0.003 to $E/\hbar\omega$ in the parabola.

The silicon model is not a measurement, and its digits depend on the atomic potential. A Hartree–Fock or Doyle–Turner atom lowers the barrier to 21.3 eV, raises the curvature to 3550–3820 eV/nm², and gives 46 levels with a spacing of 0.48 eV near 20 eV. It omits the effect of chemical bonds on the electron density and correlations between atomic vibrations. Even in a perfect crystal, vibrating atoms scatter protons that come close to the planes, and for orbits near 20 eV this can outweigh the electronic heating. In an implanted crystal, displaced atoms and defects scatter them as well. The electronic estimate in (f) includes none of this, so the actual dechannelling depth cannot be read from it.

Within the averaged potential, the count of about fifty justifies classical orbits for periods, turning points and smoothed densities of protons spread over the upper part of the well. It does not justify them for a proton prepared in the lowest levels, for resolved fringes, or for tunnelling near the barrier. The conclusion rests on the count being large, and it survives the change from 49 to 45. Further values are given in the numerical output.

## Numbers as computed

```
Stiffness k: 4000 eV/nm^2 = 40 eV/angstrom^2
Energy limit E: 20.0 eV
hbar^2/M for the proton: 4.1500e-05 eV nm^2
Level spacing hbar*omega: 0.4074 eV
E/(hbar*omega): 49.088
Phase-space area/(2 pi hbar), quadrature: 49.088
Levels below E, from diagonalization: 49
Highest level below E, n = 48: 19.760 eV
First level above E, n = 49: 20.168 eV
Level spacing / E: 2.04 %
Turning point at E: 0.1000 nm
Electron mass, level spacing: 17.46 eV
Electron mass, E/(hbar*omega): 1.146
Electron mass, levels below E: 1
<x^4> quantum/classical, n = 0: 2.000000
<x^4> quantum/classical, n = 3: 1.020408
<x^4> quantum/classical, n = 48: 1.000106
Node spacing at midplane, n = 48: 0.00322 nm
Node spacing from formula, n = 48: 0.00322 nm
Widest node spacing, n = 48: 0.00671 nm
Thermal vibration (rough input): 0.0075 nm
Beam energy: 100 keV
Oscillation wavelength along depth: 44.4 nm
Largest entry angle: 0.810 degree
Si {110} plane spacing: 0.1920 nm
Si screening length: 0.01944 nm
Si well depth, thermal Moliere: 22.71 eV
Si midplane curvature: 3410 eV/nm^2
Si phase-space cells below E: 44.85
Si levels below E: 45
Si highest level below E: 19.818 eV
Si level spacing just below E: 0.5027 eV
Si bandwidth of that level: 1.76e-03 eV
Relativistic gamma - 1: 1.066e-04
Relativistic change of E/(hbar*omega): 0.0026
Stopping power (rough input): 100 eV/nm
Transverse heating, upper estimate: 0.0272 eV/nm
Heating per oscillation: 1.21 eV
Depth to gain one level spacing: 15.0 nm
Depth to gain E: 734 nm
```
